# Internal field of a uniformly polarized sphere in a dielectric host

## Question

I am trying to find the depolarizing field inside a small ferroelectric sphere. Its polarization $P$ is uniform, its background relative permittivity is $\varepsilon_b$, and it sits in an infinite dielectric of relative permittivity $\varepsilon_m$.

I know that a uniformly polarized sphere in vacuum has the internal field $-P/(3\varepsilon_0)$. My sphere has a background permittivity, so I divided by $\varepsilon_b$. With $P=25\ \mu\mathrm{C/cm^2}$ and $\varepsilon_b=7$ this gives about 13 MV/cm. But then the host, with $\varepsilon_m=300$, has dropped out completely, which can't be right. Where does it enter? Does the diameter, 10 nm, matter? And could a real particle stay polarized in such a field?

## Answer

The host enters through the boundary condition on the surface. Dividing the vacuum result by $\varepsilon_b$ amounts to filling all space with the background dielectric, so it holds for $\varepsilon_m=\varepsilon_b$ and not for your sphere.

**Setting up the problem**

Let $\mathbf P=P\hat{\mathbf z}$ be the ferroelectric part of the polarization, held fixed for now. The remaining response of the particle is linear and is contained in $\varepsilon_b$, so it must not be counted again in $P$. In SI units,

$$\mathbf D_{\rm in}=\varepsilon_0\varepsilon_b\mathbf E_{\rm in}+\mathbf P,\qquad
\mathbf D_{\rm out}=\varepsilon_0\varepsilon_m\mathbf E_{\rm out}.$$

Assume that there is no free charge and no applied field. Then $\nabla\cdot\mathbf D=0$, and $\mathbf E=-\nabla\phi$. Because $\mathbf P$ is uniform, $\nabla\cdot\mathbf P=0$ inside, and $\phi$ obeys Laplace's equation in each region. The source sits on the surface, where $\mathbf P$ ends and leaves the charge density $\mathbf P\cdot\hat{\mathbf r}=P\cos\theta$.

This suggests solutions of Laplace's equation proportional to $\cos\theta$. There are two, $r\cos\theta$ and $\cos\theta/r^2$. The first is finite at the centre and the second vanishes far away, so try

$$\phi_{\rm in}=A\,r\cos\theta,\qquad \phi_{\rm out}=\frac{B\cos\theta}{r^2}.$$

**Matching at the surface**

The potential is continuous at $r=R$:

$$AR=\frac{B}{R^2}\quad\Rightarrow\quad B=AR^3.$$

The radial fields follow from $E_r=-\partial\phi/\partial r$:

$$E_{r,\rm in}=-A\cos\theta,\qquad
E_{r,\rm out}=\frac{2B\cos\theta}{r^3}.$$

At $r=R$ the second one equals $2A\cos\theta$. Without free surface charge, the normal component of $\mathbf D$ is continuous:

$$-\varepsilon_0\varepsilon_bA\cos\theta+P\cos\theta
=2\varepsilon_0\varepsilon_mA\cos\theta.$$

The factor $\cos\theta$ cancels, so one value of $A$ satisfies the condition over the whole surface:

$$P=\varepsilon_0(\varepsilon_b+2\varepsilon_m)A
\quad\Rightarrow\quad
A=\frac{P}{\varepsilon_0(\varepsilon_b+2\varepsilon_m)}.$$

Since $\phi_{\rm in}=Az$, the internal field is $-A\hat{\mathbf z}$:

$$\boxed{\mathbf E_{\rm in}=-\frac{\mathbf P}{\varepsilon_0(\varepsilon_b+2\varepsilon_m)}}$$

The trial form has lost no other solution. The difference $\psi$ of two solutions would have no source and would vanish far away. Multiplying $\nabla\cdot(\varepsilon\nabla\psi)=0$ by $\psi$ and integrating by parts gives $\int\varepsilon|\nabla\psi|^2\,dV=0$. With positive permittivities, $\psi$ is constant, and that constant is zero.

**Reading the formula**

The minus sign means that the field opposes $\mathbf P$. The factor 2 comes from the slope of the outside dipole potential, $1/r^2$. The radius has cancelled, so the field does not depend on the diameter, although voltages and energies do.

- For $\varepsilon_b=\varepsilon_m=1$, you recover $-P/(3\varepsilon_0)$.
- For $\varepsilon_m=\varepsilon_b$, you get your rule, $-P/(3\varepsilon_0\varepsilon_b)$.
- For $\varepsilon_m\to\infty$, the field vanishes. The host then compensates the surface charge completely, as an ideal metal would.

**Your numbers**

Here $\varepsilon_b+2\varepsilon_m=7+600=607$, and $25\ \mu\mathrm{C/cm^2}=0.25\ \mathrm{C/m^2}$. Therefore

$$|E_{\rm in}|=\frac{0.25}{(8.854\times10^{-12})(607)}\ \mathrm{V/m}
=4.65\times10^7\ \mathrm{V/m}=0.465\ \mathrm{MV/cm},$$

or 0.0465 V/nm. Your estimate was too large by a factor of $607/21\approx29$.

Just outside each pole the host field is $2A=0.93$ MV/cm. The potential difference between the poles is $2RA=10\ \mathrm{nm}\times0.0465\ \mathrm{V/nm}=0.465$ V.

With the same fixed $P$ and $\varepsilon_b$, the formula gives 4.2 MV/cm for $\varepsilon_m=30$, 21.7 MV/cm for $\varepsilon_m=3$ and 31.4 MV/cm in vacuum. Whether the particle could keep that $P$ is a separate question.

**Can the particle stay polarized?**

A ferroelectric adjusts its polarization to the field. A simple Landau model for the bulk is

$$E=-aP+bP^3,\qquad a,b>0.$$

At $E=0$ the spontaneous polarization satisfies $P_s^2=a/b$. The slope there is $dE/dP=-a+3bP_s^2=2a$. By definition of the ferroelectric susceptibility $\chi$ at $P_s$, this slope is $1/(\varepsilon_0\chi)$, so $a=1/(2\varepsilon_0\chi)$.

Now insert the depolarizing field, with $S=\varepsilon_b+2\varepsilon_m$:

$$-\frac{P}{\varepsilon_0S}=-aP+bP^3.$$

For $P\ne0$, divide by $P$ and then by $a$, using $b/a=1/P_s^2$:

$$\frac{P^2}{P_s^2}=1-\frac{1}{\varepsilon_0aS}
=1-\frac{2\chi}{\varepsilon_b+2\varepsilon_m}.$$

Within this model, a uniform polar state requires $\varepsilon_b+2\varepsilon_m>2\chi$. Take $\chi=150$ and let your $25\ \mu\mathrm{C/cm^2}$ be $P_s$. Then

$$P=25\sqrt{1-\frac{300}{607}}\ \mu\mathrm{C/cm^2}
=17.8\ \mu\mathrm{C/cm^2},$$

and the field falls in proportion, to 0.33 MV/cm. The least host permittivity is $(300-7)/2=146.5$. The fields of 4 to 31 MV/cm quoted above therefore belong to an imposed $P$. In this model, the particle would lose its uniform polarization in those hosts.

**Comparison with a real system**

Your values are roughly those of barium titanate in strontium titanate near room temperature. The value of $\varepsilon_b$ is uncertain, but for the single-domain field it hardly matters beside $2\varepsilon_m=600$. The quartic Landau law is a serious simplification, because the ferroelectric transition of barium titanate is first order. A law with such a transition is $E=-aP-bP^3+cP^5$, with new positive constants. Let $f=a/(cP_s^4)$, which lies between 0 and 1. The slope at $P_s$ is $2(1+f)cP_s^4=1/(\varepsilon_0\chi)$, and the largest opposing field per unit $P$ that the law supports is $a+b^2/(4c)=(1+f)/(8\varepsilon_0\chi)$. A uniform polar state then requires

$$\varepsilon_b+2\varepsilon_m>\frac{8\chi}{1+f}.$$

For $\chi=150$ the right side is 800 at $f=0.5$, and it stays above your 607 for every $f$ up to 0.97. In this law the uniform polarization is therefore lost unless $f$ is very close to 1. The value of $17.8\ \mu\mathrm{C/cm^2}$ is therefore a result of the quartic law, not a prediction for barium titanate. Strain and altered surface layers are left out. Fixed $P$ and a linear host are both poor assumptions here. To size the second one, let the host obey

$$E=\frac{D}{\varepsilon_0\varepsilon_m}\left[1+\left(\frac{D}{D_{\rm sat}}\right)^2\right],
\qquad D_{\rm sat}=20\ \mu\mathrm{C/cm^2},$$

where $D_{\rm sat}$ is a rough value. The host polarizes less easily at high field, and the internal field is no longer strictly uniform. I solved this case with finite elements. With $P$ fixed, the mean internal field rises from 0.465 to 0.60 MV/cm. If $P$ also adjusts to the mean field by the quartic law, it settles at $16.6\ \mu\mathrm{C/cm^2}$, with a mean field of 0.35 MV/cm. That is about a quarter below the simple result.

Saturation changes the field little once $P$ can adjust. The Landau law shows why: the opposing field it supports, $aP-bP^3$, has a flat maximum at $P=P_s/\sqrt3\approx0.58P_s$, and both adjusted states, at $0.71P_s$ and $0.66P_s$, lie near it.

**Breakdown and tunnelling**

A rough thin-film breakdown field is 2 MV/cm. In the fixed-$P$ case with saturation, the host slightly exceeds this value, but only within about 20° of each pole and roughly 0.1 nm of the surface. At a pole, continuity of the normal component of $\mathbf D$ gives $D=P-\varepsilon_0\varepsilon_b|E_{\rm in}|$ in the host. Using the mean internal field in the small second term, $D\approx24.6\ \mu\mathrm{C/cm^2}$, and the host law above gives a field of about 2.3 MV/cm. With $P$ adjusted as well, $D\approx16.4\ \mu\mathrm{C/cm^2}$ and the field there is about 1.0 MV/cm. A film limit does not carry over directly to such a small region: the field falls off within nanometres, and even at fixed $P$ the pole-to-pole voltage is only 0.66 V, too little to give a carrier the energy of a 3 eV band gap.

Band-to-band tunnelling needs a potential difference of at least the band gap divided by $e$. Take a rough gap of 3 eV for both materials and ignore the offset between their bands. The pole-to-pole voltage of 0.465 V is then too small. At fixed $P$ in the linear host, the voltage would reach 3 V at a diameter of about 64 nm. Even then tunnelling would be negligible, because a carrier would have to cross the whole 64 nm.

**Domains**

The particle can also lower its electrostatic energy by splitting into domains, although the local field near the poles may rise. The electrostatic energy of the single domain at fixed $P$ is half the surface charge times the potential, integrated over the surface:

$$W_1=\frac12\int(P\cos\theta)(AR\cos\theta)R^2\,d\Omega
=\frac12PA\,\frac{4\pi R^3}{3},$$

because $\int\cos^2\theta\,d\Omega=4\pi/3$. This is 19.0 eV for your sphere.

Now let two half-spheres, separated by a wall containing the $z$ axis, have opposite polarizations. The surface charge changes sign across the wall. Expand it in spherical harmonics, and call the part of order $l$ $\sigma_l$. Its potential varies as $(r/R)^l$ inside and $(R/r)^{l+1}$ outside. If its surface value is $\phi_l$, the jump in the normal field terms gives

$$\frac{\varepsilon_0}{R}\left[l\varepsilon_b+(l+1)\varepsilon_m\right]\phi_l=\sigma_l.$$

Summing $\frac12\int\sigma_l\phi_l\,dS$ numerically up to $l=40$ gives 10.3 eV, a gain of 8.7 eV. A wall of area $\pi R^2$ with a rough energy of $10\ \mathrm{mJ/m^2}$ costs 4.9 eV. At fixed $P$, two domains are therefore favoured. The gain grows as $R^3$ and the wall cost as $R^2$, which puts the crossover at a diameter of about 5.7 nm.

The margin shrinks when $P$ relaxes. Let $|P|=pP_s$ be uniform in each state and follow the quartic law. The energy without the wall is then $-U(p^2-p^4/2)+Wp^2$, where $W$ is the fixed-$P$ field energy and $U=aP_s^2V/2=38.5$ eV for the particle volume $V$. Its minimum is $-(U/2)(1-W/U)^2$, which is $-4.9$ eV for one domain and $-10.3$ eV for two. The gain of 5.4 eV still exceeds the wall cost of 4.9 eV, but by less than the uncertainty of the rough wall energy. These numbers also assume an isotropic $\varepsilon_b=7$. The two-domain field has components across $\mathbf P$, where barium titanate is very soft: with a transverse permittivity of 2000 the fixed-$P$ two-domain energy falls to about 3.3 eV and the crossover to about 3 nm, while the single-domain energy is unchanged. A uniform polar state can thus exist in the model without being the state of lowest energy.

**Free charge and temperature**

Free charge held at the surface can remove the field altogether. The bound charge on one hemisphere is

$$\int_{\rm hemisphere}P\cos\theta\,dS=\pi R^2P,$$

or about 123 elementary charges at fixed $P$. A host with $10^{16}$ mobile carriers per cubic centimetre, an assumed value, contains that many in a sphere of radius 143 nm. If enough carriers of the right signs can reach the surface and stay there, they can cancel $P\cos\theta$ and bring the internal field to zero. They must be bound there, for example by surface traps, because the electrostatic attraction alone cannot complete the screening: it disappears as the field is cancelled. In the linear host it is also weak from the start. The potential at a pole, 0.23 V, is about nine times $k_BT/e$ at 300 K, so it raises the carrier density by at most $e^9\approx8000$, to about 0.08 per cubic nanometre. Even at that density, 123 carriers would fill about three times the particle's volume. At this carrier density the mobile carriers change the internal field by less than 1%, so the boxed result applies as long as no trapped charge has collected. In a host with a hundred times more carriers, the mobile carriers alone would no longer be negligible.

Warming acts the other way through the host. If $\varepsilon_m$ varies as $1/(T-35\ \mathrm K)$, a rough law for strontium titanate, it falls from 300 at 300 K to $300\times265/315\approx252$ at 350 K. With $P$ held at $25\ \mu\mathrm{C/cm^2}$, the internal field rises to 0.55 MV/cm. In a real particle $P$ also weakens on warming towards its transition, so the actual field need not rise.

Numerical values quoted here were computed with a short program.
